Why a straight dewetting edge approaches a two-fifths power law

**The dimensional argument**

Let a film of thickness h0 retract by surface diffusion, with the displacement of its edge called X. The material constant B of surface diffusion has the dimension length⁴/time. If the rim collected at the edge has one horizontal size ℓ, and the thin film ahead no longer affects its shape, the speed at a given contact slope can only be

V = dX/dt ~ B/ℓ³.

Mass conservation supplies ℓ. The edge has swept an area h0 X of the film's cross-section, and this material sits in the rim. With contact slope α the rim height is about αℓ, so

αℓ² ~ h0 X, ℓ ~ (h0 X/α)^(1/2).

Substitution gives

dX/dt ~ B (α/h0)^(3/2) X^(−3/2),

X^(5/2) ~ B t (α/h0)^(3/2),

X ~ (Bt)^(2/5) (α/h0)^(3/5).

The retraction slows because a larger rim has a weaker curvature gradient, hence a smaller flux, and a greater height that this flux must move.

The flux argument agrees. The curvature is about α/ℓ and its gradient α/ℓ², so the flux is about Bα/ℓ². Moving a rim of height αℓ at speed V needs a flux Vαℓ, and equating the two returns V ~ B/ℓ³. A flux V h0, enough to carry away only the newly swept film, would give X² ∝ t instead. It fails because the whole rim has to be moved.

**The equation and its conventions**

The film lies at x > X(t), the edge moves towards +x, and X(0) = 0. The surface is isotropic and the substrate inert. Evaporation, bulk diffusion, stress and grain boundaries are left out, and the edge stays straight. The equations are classical and keep their form in atomic units; k_B T is an energy.

For small slopes the chemical potential is μ = −γΩ h_xx, with surface energy γ and atomic volume Ω, so a bump has positive μ. Atoms drift down its gradient. With surface diffusivity D_s and areal density ν of mobile atoms, the volume flux per length of edge is

J = −(D_s νΩ/k_B T) μ_x = B h_xxx, B = D_s γΩ²ν/(k_B T).

Conservation, h_t = −J_x, gives

h_t = −B h_xxxx.

At x = X the conditions are h = 0, h_x = α and h_xxx = 0; the last says that no atoms cross the contact line. Far away h = h0. The excess area then obeys

d/dt ∫(h − h0) dx = −V(0 − h0) + J(X) − J(∞) = V h0,

so it equals h0 X plus a constant set by the initial edge.

**The prefactor**

When the rim is much higher than the film, take h = h(x − X) and neglect h0 in the profile. Then −V h' + J' = 0. Both J and h vanish at the edge, so J = V h, or

ℓ³ h''' = h, ℓ = (B/V)^(1/3).

Put ξ = (x − X)/ℓ and h = αℓF(ξ), so that F''' = F. The exponents satisfy k³ = 1: one solution grows and is dropped, and the others have k = −1/2 ± i√3/2. With F(0) = 0 and F'(0) = 1,

F = (2/√3) e^(−ξ/2) sin(√3 ξ/2).

Since F''(0) = −1 and F = F''',

∫F dξ = F''(∞) − F''(0) = 1.

The rim area is therefore αℓ² = h0 X at leading order, and V = B/ℓ³ becomes

X^(3/2) dX = B (α/h0)^(3/2) dt,

X = (5/2)^(2/5) (Bt)^(2/5) (α/h0)^(3/5).

**How slowly the law is reached**

Measure horizontal lengths in L = h0/α, heights in h0 and time in L⁴/B. All small-slope films then obey the same problem, apart from the initial shape of the edge. Write h = 1 + g, y = x − X and V = 1/ℓ³. In the moving frame g_t − V g_y + g_yyyy = 0. Integration from y to infinity gives

g_yyy = V g + ∂_t ∫_y^∞ g dy'.

Insert g = ℓF(ξ) + G(ξ), and let Φ(ξ) be the integral of F from ξ to infinity. The leading part of the last integral is ℓ²Φ(y/ℓ). Its time derivative at fixed y is ℓℓ_t(2Φ + ξF), and ℓ² = X gives 2ℓℓ_t = V. The next order is thus

G''' = G + S, S = Φ + ξF/2, G(0) = −1, G'(0) = 0.

Two integrals of this equation suffice. Let P(p) = ∫e^(−pξ)F dξ = 1/(p² + p + 1). Then ∫ξF = −P'(0) = 1 and ∫Φ = ∫ξF = 1, so ∫S = 3/2. Also

∫e^(−ξ)S dξ = [P(0) − P(1)] − P'(1)/2 = 2/3 + 1/6 = 5/6.

Multiply the equation for G by e^(−ξ) and integrate by parts. The integrals of e^(−ξ)G cancel, leaving −G''(0) − G'(0) − G(0) = 5/6, so G''(0) = 1/6. Direct integration gives −G''(0) = ∫G + 3/2, hence ∫G = −5/3. The area balance and its inverse are

X = ℓ² − (5/3)ℓ + …, ℓ = √X + 5/6 + ….

Because dt/dX = ℓ³ = X^(3/2) + (5/2)X + …,

t = (2/5)X^(5/2) + (5/4)X² + ….

The local exponent from these two terms is

d ln X/d ln t = (2/5)(1 + 3.125/√X)/(1 + 2.5/√X),

which approaches 2/5 from above, with a correction that falls only as 1/√X.

**The valley ends the continuous film**

The extrema of F satisfy tan(√3 ξ/2) = √3. The crest has F = e^(−π/(3√3)) = 0.546. Half a period later the valley has F = −e^(−4π/(3√3)) = −0.0891. Its depth below the film surface, 0.0891αℓ, grows with the rim. Setting it equal to h0 gives pinch-off at X ≈ 126L.

A numerical solution of the moving-boundary problem, started from h = 1 − e^(−y)(1 − y²/6), gives 179L instead. The leading estimate is low by 30 per cent of the numerical value. Profile corrections of relative order 1/ℓ are not small there, though their effect on the valley has not been derived here. At pinch-off the crest is 7.9h0 high and the local exponent is 0.421. In this model a continuous film approaches 2/5 but breaks before reaching it closely.

The asymptote can still be tested by continuing the linear equation with the valley allowed below the substrate plane, a purely mathematical device. Near t = 3×10¹¹ the exponent is 0.401, and at t = 10¹² X is 0.996 of the law (the finite time step of the listed run lowers this to 0.995). The late crest flux is 0.999 of V times the crest height, which confirms the flux V h. At t = 10⁷ the leading term gives 0.898 of the true time for the computed X, and the two terms together give 0.993 (0.897 and 0.992 at the listed time step).

**A second case: finite contact angle**

For steep surfaces let s be arclength, φ the surface angle and θ the contact angle. The flux is Bφ_ss, and a steadily moving rim still needs V h, so

φ_ss = h/ℓ³, h_s = sin φ, φ(0) = θ.

This problem contains no length but ℓ, so the rim area is C(θ)ℓ². The earlier steps hold with C in place of α: the exponent stays and the prefactor changes. Numerically C = 0.0872 at 5°, close to tan 5°, while C = 0.511 at 30° and 1.27 at 90°.

**A 10 nm metal film**

Take h0 = 10 nm, θ = 30° (α = 0.577) and one hour at 700 K, where k_B T = 0.06032 eV. Let D_s have prefactor 10¹¹ nm²/s and barrier 0.8 eV, with γ = 10 eV/nm², Ω = 0.012 nm³ and ν = 15 nm⁻². Then

D_s = 10¹¹ exp(−0.8/0.06032) ≈ 1.74×10⁵ nm²/s,

B = 1.74×10⁵ × 10 × 0.012² × 15/0.0603 ≈ 6.23×10⁴ nm⁴/s.

The length unit is L = 10/0.577 = 17.3 nm, the time unit L⁴/B = 1.45 s, and the hour is 2491 time units. The bare scaling estimate is

X ~ 17.3 × 2491^(2/5) ≈ 395 nm.

The prefactor (5/2)^(2/5) raises this to 570 nm, and the two-term law lowers it to 473 nm. The full small-slope solution, started from the edge profile given above, yields **440 nm, or 4400 Å**; other initial edges of similar width change this by a few per cent, and one that already carries a wide rim can change it by more than ten. The asymptotic law is thus 30 per cent too high relative to the full solution. The bare estimate lies closer only by accident: its missing prefactor lowers the result somewhat more than the missing correction raises it. The crest is 34 nm high, not yet far above the film, and the local exponent is 0.46. Pinch-off would come at about 3.1 μm, after 88 h.

**What the model neglects**

Finite slope multiplies the late X by (0.511/0.577)^(3/5) = 0.93. It also makes the valley shallower, 0.0461ℓ at 30° against 0.0891αℓ = 0.0514ℓ. At leading order this raises the pinch-off distance by about 10 per cent and the pinch-off time by about 50 per cent, so 3.1 μm and 88 h are small-slope values.

Grain boundaries can matter more. Take first a single, isolated boundary. It holds the surface at slopes ±m, so h_x jumps by 2m there. In Fourier space this adds a source to the film equation, with h measured from the flat surface:

ĥ_t = −Bk⁴ĥ − 2mBk², ĥ = −2m(1 − e^(−Bk⁴t))/k².

The groove depth is −h(0), so

depth = (2m/π) ∫_0^∞ (1 − e^(−Bk⁴t)) dk/k² = (2m/π) Γ(3/4) (Bt)^(1/4) = 0.780 m (Bt)^(1/4).

With m = 1/6 the groove of an isolated boundary reaches 10 nm after 562 s, when X = 182 nm. This is for the flat part of the film. Adding the groove depth to the valley profile, a boundary that lies under the valley is pierced after about 315 s.

Closely spaced boundaries behave differently. In a row of equal grains of width D, the surface of each grain relaxes to a parabola with end slopes ±m. Its mean height above the grooves is mD/6, so the grooves stop at that depth. Where the film is still h0 thick they pierce it only if D > 6h0/m, here 360 nm; in the valley, 7 nm thick after the hour, D above about 250 nm suffices. The value 440 nm itself is for a film without boundaries.

The rim may also break up along its length. As a rough model take an isolated parabolic ridge of half-width w, perturbed by g(x)e^(iqz + σt), with x measured from its centre and z along the edge. A contact-line shift ζ requires g(w) = αζ. The fixed slope requires g'(w) = (α/w)ζ = g(w)/w, and zero flux requires g''' − q²g' = 0 at w. The even solutions of σg = −B(∂_x² − q²)²g are cosh(px) and its complex conjugate. In units w = B = 1 the conditions reduce to

Re[coth(p)/p] = 1, p² = q² + i√σ.

The largest growth rate is 0.536B/w⁴, at qw = 0.85. Equal area, (2/3)αw² = h0 X, gives w = 107 nm after the hour and a wavelength near 790 nm. Summing the largest rate at each moment from X = 87 nm onward gives 2.8 e-folds, a growth of about 17 times. Within this rough model and this interval that is an upper bound for any one wavelength, because the fastest wavelength changes as the rim grows; the sum also depends on the starting point. The isolated ridge overstates the effect: linearizing about the moving rim attached to the film gives, over the same interval, a growth of only about 3.6 times near 790 nm. A slightly wavy edge need not stay straight.

Bulk diffusion, with assumed prefactor 10¹³ nm²/s and barrier 2.0 eV, carries at most about 10⁻⁴ of the surface transport; this figure assumes a path 87 nm deep, while the rim is only 34 nm high. The Gibbs–Thomson exponent γΩα/(ℓk_B T), with ℓ estimated as (h0 X/α)^(1/2) = 87 nm, is 0.013, so its linearization is adequate. A barrier lower by 0.1 eV multiplies the late X by 1.94, and a doubled surface stiffness (equal to γ for this isotropic surface), at fixed contact slope, by 1.32.

**Beside a copper seed layer**

These are rough values for a clean copper seed layer on a liner that it wets only partly, with a contact angle of 30°; an hour at 700 K is a severe anneal. A real seed layer is polycrystalline, so 440 nm is not a prediction for it. If its grains are 30 nm wide, the row of grooves described above stops at a depth of about 0.8 nm and does not pierce the film; boundaries much farther apart than 360 nm would do so after about 562 s in the flat film, and sooner in the valley ahead of the rim. Pits where three grains meet are deeper than such grooves and are not covered by this estimate. At 378 K for ten years the model gives about 600 nm for a bare, clean surface. That is no prediction for a finished line, whose copper is enclosed by liner and cap and has no such free surface. The numerical output below lists the values used.

Computed values

```
TESTS IN REDUCED UNITS (length h0/alpha, time length^4/B)
late exponent, t = 1.7e11 to 6.7e11: 0.4010
X solution / X law at t = 1e12: 0.9954
X solution / X law at t = 1e4: 0.827
crest flux / (speed * crest height), late: 0.999
crest/(alpha*l), solution and formula: 0.5449 0.5463
valley depth/(alpha*l), solution and formula: 0.0883 0.0891
t = 1e7: one-term time / true time: 0.897
t = 1e7: two-term time / true time: 0.992
leading estimate of X at pinch-off: 126
pinch-off X, solution: 179.1
pinch-off X, coarser second run: 179.1
pinch-off time, solution: 2.19e+05
crest height / h0 at pinch-off: 7.92
local exponent at pinch-off: 0.421
rim area C at 5, 30, 90 degrees: 0.0872 0.5108 1.2688
EXAMPLE: INPUTS
thickness: 10 nm; contact angle: 30 degrees; alpha: 0.5774
anneal: 700 K for 3600 s; kB*T: 0.06032 eV
surface diffusion: prefactor 1e+11 nm^2/s, barrier 0.8 eV
surface energy: 10 eV/nm^2
atomic volume: 0.012 nm^3; mobile atoms: 15 per nm^2
EXAMPLE: RESULTS
surface diffusivity: 1.74e+05 nm^2/s
Mullins coefficient B: 6.23e+04 nm^4/s
length unit h0/alpha: 17.32 nm; time unit: 1.45 s
reduced anneal time: 2491
X, bare scaling estimate: 395 nm
X, law with prefactor: 570 nm
X, law with first correction: 473 nm
X, full small-slope solution: 440 nm = 4402 angstrom
X after one tenth of the time: 146 nm
local exponent at the end: 0.459
crest height: 34.0 nm; valley height: 6.99 nm
rim scale sqrt(h0*X/alpha): 87 nm
pinch-off: X = 3102 nm at 87.8 h
EXAMPLE: NEGLECTED EFFECTS
finite slope multiplies late X by: 0.929
groove coefficient: 0.7801; groove slope: 0.167
groove pierces film at: 562 s, when X = 182 nm
ridge growth rate * w^4/B: 0.536 at k*w = 0.85; matrix: 0.536
ridge half-width w: 107 nm; wavelength: 791 nm
e-folds of rim breakup from X = 87 nm: 2.83
bulk diffusion: prefactor 1e+13 nm^2/s, barrier 2.0 eV
bulk / surface transport: 1.1e-04
Gibbs-Thomson exponent at the edge: 0.0132
doubled surface stiffness multiplies late X by: 1.32
barrier lower by 0.1 eV multiplies late X by: 1.94
bare film, 10 years at 378 K: B = 1.43 nm^4/s, X = 605 nm
```
